**Barkas term of a harmonically bound electron: numerical tests and a silicon example**

A charge $Ze$ passing at speed $v$ and impact parameter $b$ transfers an energy whose term odd in $Z$ is $Z^3k^3g(\xi)/(m^2v^4b^3)$, with $k=e^2/(4\pi\varepsilon_0)$, $\xi=\omega b/v$ and $\omega$ the oscillator frequency. The program integrates the motion in the unexpanded Coulomb force for both charge signs and asserts agreement with the even term within 0.5% and with $g$ within 1%, at $\xi=0.5$, 1 and 2. It also asserts that second-order quantum amplitudes reproduce $g$ within 0.5% when the zero-point width is $0.01b$, and that doubling the charge multiplies the odd part by 8 within 2%. Further assertions cover the near-vanishing odd part for a free electron, the limit $g\to3\pi\xi$, the positivity of $g$ on a grid from $\xi=0.01$ to 5, and the Bethe logarithm. For 1 MeV projectiles in a rough oscillator model of silicon, the output gives 39.4 eV/nm for protons and 38.5 eV/nm for antiprotons. The printed zero-point correction (0.57 eV/nm) and close-collision estimate (1.3 eV/nm) both exceed the cubic part of 0.47 eV/nm, so the size of the difference is an order of magnitude only.

## Check in Python

```python
# Result under test: a charge Z*e passing a harmonically bound electron at
# speed v and impact parameter b transfers the mean energy
#   m v^2 [ mu^2 * 2 xi^2 (K0^2 + K1^2) + mu^3 * g(xi) + ... ],
# mu = Z k/(m v^2 b), k = e^2/(4 pi eps0), xi = omega b/v.
# The term odd in Z (Barkas term) has g > 0 and g -> 3 pi xi at small xi.
# Lengths are in units of b and times in units of b/v unless a unit is named.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.special import k0, k1, exp1, gammaincc


def cubic_profile(xi, points=40001):
    """g(xi) and the first-order displacement towards the path at t = 0."""
    t_end = max(200.0, 300.0 / xi)
    s = np.linspace(-np.arcsinh(t_end), np.arcsinh(t_end), points)
    t, jac = np.sinh(s), np.cosh(s)
    r2 = 1 + t**2
    r3 = r2**1.5
    force_x, force_z = 1 / r3, t / r3
    cos_t, sin_t = np.cos(xi * t), np.sin(xi * t)

    def response(force):
        c_int = cumulative_trapezoid(cos_t * force * jac, s, initial=0)
        s_int = cumulative_trapezoid(sin_t * force * jac, s, initial=0)
        return (sin_t * c_int - cos_t * s_int) / xi

    x, z = response(force_x), response(force_z)
    second_x = ((3 / r2 - 1) * x + 3 * t / r2 * z) / r3
    second_z = (3 * t / r2 * x + (3 * t**2 / r2 - 1) * z) / r3
    phase = (cos_t + 1j * sin_t) * jac
    g = 0.0
    for first, second in ((force_x, second_x), (force_z, second_z)):
        g += (np.conj(trapezoid(phase * first, s))
              * trapezoid(phase * second, s)).real
    return g, x[points // 2]


def full_transfer(xi, mu, t_end=200.0):
    """Energy / (m v^2) from the unexpanded Coulomb force, no perturbation."""
    def motion(t, y):
        dx, dz = 1 - y[0], t - y[1]
        pull = mu / (dx * dx + dz * dz)**1.5
        return [y[2], y[3], pull * dx - xi**2 * y[0], pull * dz - xi**2 * y[1]]
    sol = solve_ivp(motion, (-t_end, t_end), [0.0] * 4, method="DOP853",
                    rtol=1e-11, atol=1e-14, max_step=2.0)
    x, z, vx, vz = sol.y[:, -1]
    return 0.5 * (vx**2 + vz**2) + 0.5 * xi**2 * (x**2 + z**2)


# Oscillator basis with up to three quanta; coordinate = a*(lower + raise).
STATES = [(i, j, l) for i in range(4) for j in range(4) for l in range(4)
          if i + j + l <= 3]
QUANTA = np.array([sum(state) for state in STATES])
ladder = np.diag(np.sqrt(np.arange(1, 10)), 1)
POWERS = [np.linalg.matrix_power(ladder + ladder.T, p)[:4, :4]
          for p in range(4)]


def monomial_matrix(px, py, pz):
    return np.array([[POWERS[px][p[0], q[0]] * POWERS[py][p[1], q[1]]
                      * POWERS[pz][p[2], q[2]] for q in STATES]
                     for p in STATES])


MATRICES = {(i, j, l): monomial_matrix(i, j, l) for i in range(4)
            for j in range(4) for l in range(4) if 1 <= i + j + l <= 3}


def quantum_profile(xi, eps, points=8001):
    """g from first- and second-order quantum amplitudes; eps = a/b."""
    t_end = max(100.0, 100.0 / xi)
    s = np.linspace(-np.arcsinh(t_end), np.arcsinh(t_end), points)
    t, jac = np.sinh(s), np.cosh(s)
    dist = np.sqrt(1 + t**2)
    u, w = 1 / dist, t / dist
    p1, p2, p3 = [-eps**l / dist**(l + 1) for l in (1, 2, 3)]
    coef = {
        (1, 0, 0): p1 * u, (0, 0, 1): p1 * w,
        (2, 0, 0): p2 * (1.5 * u**2 - 0.5), (0, 2, 0): -0.5 * p2,
        (0, 0, 2): p2 * (1.5 * w**2 - 0.5), (1, 0, 1): p2 * 3 * u * w,
        (3, 0, 0): p3 * (2.5 * u**3 - 1.5 * u),
        (0, 0, 3): p3 * (2.5 * w**3 - 1.5 * w),
        (2, 0, 1): p3 * (7.5 * u**2 * w - 1.5 * w),
        (1, 0, 2): p3 * (7.5 * u * w**2 - 1.5 * u),
        (1, 2, 0): -1.5 * p3 * u, (0, 2, 1): -1.5 * p3 * w}
    phase = np.exp(1j * xi * np.outer(t, QUANTA))
    drive = sum(c[:, None] * MATRICES[key][:, 0] for key, c in coef.items())
    first = -1j * cumulative_trapezoid(phase * drive * jac[:, None], s,
                                       axis=0, initial=0)
    rotated = np.conj(phase) * first
    acted = sum(c[:, None] * (rotated @ MATRICES[key].T)
                for key, c in coef.items())
    second = -1j * trapezoid(phase * acted * jac[:, None], s, axis=0)
    overlap = np.sum(np.conj(first[-1]) * QUANTA * second).real
    return 2 * overlap / (4 * eps**4 * xi)


def born_number(big):
    """First Born stopping number of the oscillator, big = 2 m v^2/(hbar w)."""
    m = np.arange(1, int(4 * big) + 60)
    return 0.5 * (exp1(1 / big) + np.sum(gammaincc(m, (m + 1)**2 / big) / m))


# ---- tests of the single-collision result
print("TESTS (dimensionless)")
mu = 0.02
for xi in (0.5, 1.0, 2.0):
    plus, minus = full_transfer(xi, mu), full_transfer(xi, -mu)
    even, odd = (plus + minus) / 2 / mu**2, (plus - minus) / 2 / mu**3
    even_formula = 2 * xi**2 * (k0(xi)**2 + k1(xi)**2)
    g, shift = cubic_profile(xi)
    g_quantum = quantum_profile(xi, 0.01)
    print(f"xi={xi}: even part full {even:.4f}, formula {even_formula:.4f}")
    print(f"  g: full motion {odd:.4f}, formula {g:.4f}, "
          f"quantum a/b=0.01 {g_quantum:.4f}")
    print(f"  displacement towards proton at t=0, unit k/(mv^2): {shift:.4f}")
    assert abs(even / even_formula - 1) < 0.005
    assert abs(odd / g - 1) < 0.01      # next odd order is smaller by mu^2
    assert abs(g_quantum / g - 1) < 0.005
    assert shift > 0
    if xi == 1.0:
        odd_double = (full_transfer(xi, 2 * mu)
                      - full_transfer(xi, -2 * mu)) / 2
        growth = odd_double / (odd * mu**3)
        print(f"  odd part grows on doubling the charge by {growth:.3f}")
        assert abs(growth / 8 - 1) < 0.02

free_plus = full_transfer(0.0, mu, 2000.0)
free_minus = full_transfer(0.0, -mu, 2000.0)
free_odd = (free_plus - free_minus) / 2 / mu**3
free_exact = 2 * mu**2 / (1 + mu**2)
print(f"free electron: odd part/mu^3 {free_odd:.5f} (finite-time residue)")
assert abs(free_odd) < 0.03
assert abs((free_plus + free_minus) / 2 / free_exact - 1) < 0.001

for xi in (1e-2, 1e-3):
    slope_ratio = cubic_profile(xi, 200001)[0] / (3 * np.pi * xi)
    print(f"g/(3 pi xi) at xi={xi:g}: {slope_ratio:.4f}")
assert abs(slope_ratio - 1) < 0.03

grid = np.geomspace(0.01, 5.0, 70)
g_grid = np.array([cubic_profile(xi)[0] for xi in grid])
assert np.all(g_grid > 0)
print(f"smallest g for xi from 0.01 to 5: {g_grid.min():.2e}")
g_spline = CubicSpline(np.log(grid), g_grid / grid)

# Leading zero-point correction: g_quantum = g + (a/b)^2 * h(xi) + ...
h_grid_xi = np.geomspace(0.12, 5.0, 16)
h_grid = np.array([(quantum_profile(xi, 0.1) - quantum_profile(xi, 0.05))
                   / (0.1**2 - 0.05**2) for xi in h_grid_xi])
h_spline = CubicSpline(np.log(h_grid_xi), h_grid / h_grid_xi)
h_ratio = h_spline(0.0) / g_spline(0.0)
print(f"zero-point correction at xi=1: {h_ratio:.3f} (a/b)^2 of g")

born_check = born_number(1000.0)
print(f"Born number at B=1000: {born_check:.4f}, ln B {np.log(1000):.4f}")
assert abs(born_check - np.log(1000.0)) < 0.02

# ---- worked example: rough silicon oscillators, 1 MeV projectiles
ev = const.e
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9          # eV nm
rest = const.m_e * const.c**2 / ev                               # eV
hbar_c = const.hbar * const.c / ev * 1e9                         # eV nm
proton_rest = const.m_p * const.c**2 / ev                        # eV
kinetic = 1.0e6                                                  # eV
gamma = 1 + kinetic / proton_rest
beta = np.sqrt(1 - 1 / gamma**2)
density = 50.0                                                   # atoms/nm^3
groups = [("valence", 4, 20.0), ("L shell", 8, 250.0), ("K shell", 2, 3000.0)]
prefactor = density * 4 * np.pi * coulomb**2 / (rest * beta**2)  # eV/nm


def cubic_number(energy, xi_min):
    integral = g_spline.integrate(np.log(xi_min), np.log(5.0))
    return coulomb * energy / (2 * rest * beta**3 * hbar_c) * integral


def zero_point_number(energy, xi_min, big):
    logs = np.linspace(np.log(xi_min), np.log(5.0), 2001)
    integral = trapezoid(h_spline(logs) * np.exp(-2 * logs) / big, logs)
    return coulomb * energy / (2 * rest * beta**3 * hbar_c) * integral


def stopping_parts(scale):
    even_sum = odd_sum = 0.0
    for name, count, energy in groups:
        big = 2 * rest * beta**2 / (scale * energy)
        even_sum += count * born_number(big)
        if name != "K shell":
            odd_sum += count * cubic_number(scale * energy, np.sqrt(3 / big))
    return prefactor * even_sum, prefactor * odd_sum


print("EXAMPLE: silicon, rough oscillator model")
print(f"kinetic energy {kinetic/1e6:.1f} MeV, v/c {beta:.5f}, "
      f"density {density:.0f} atoms/nm^3")
print(f"stopping prefactor {prefactor:.4f} eV/nm per unit of sum f*L")
zero_point = close = 0.0
for name, count, energy in groups:
    big = 2 * rest * beta**2 / energy
    xi_min = np.sqrt(3 / big)
    adiabatic = hbar_c * beta / energy
    b_min = xi_min * adiabatic
    l0, l1 = born_number(big), cubic_number(energy, xi_min)
    print(f"{name}: {count} electrons, {energy:.0f} eV, B {big:.3f}")
    print(f"  v/omega {adiabatic:.4f} nm, bmin {b_min:.4f} nm, "
          f"xi_min {xi_min:.4f}")
    note = " (cubic term left out)" if name == "K shell" else ""
    print(f"  L0 {l0:.4f}, L1 {l1:.5f}{note}")
    if name == "K shell":
        inner = prefactor * count * l1
    else:
        zero_point += prefactor * count * zero_point_number(energy, xi_min, big)
        close += prefactor * count * (cubic_number(energy, 2 / big) - l1)

even_part, odd_part = stopping_parts(1.0)
assert odd_part > 0
print(f"even part {even_part:.3f} eV/nm, cubic part {odd_part:.3f} eV/nm")
print(f"proton {even_part+odd_part:.3f} eV/nm, "
      f"antiproton {even_part-odd_part:.3f} eV/nm")
print(f"proton minus antiproton {2*odd_part:.3f} eV/nm, "
      f"{200*odd_part/even_part:.2f} % of even part")
print(f"difference over 1000 nm at constant speed {2*odd_part:.3f} keV")
print("SIZES OF NEGLECTED EFFECTS")
print(f"zero-point correction to cubic part {zero_point:+.3f} eV/nm")
print(f"close collisions, estimate down to hbar/(mv): {close:+.3f} eV/nm")
print(f"K-shell cubic term, rough formula value {inner:+.3f} eV/nm")
eta_squared = (const.fine_structure / beta)**2
print(f"even quartic term, order (k/hbar v)^2 in L: {eta_squared:.4f}")
print(f"relativity, order (v/c)^2: {beta**2:.5f}")
for scale in (0.8, 1.2):
    part = stopping_parts(scale)
    print(f"oscillator energies x{scale}: even {part[0]:.3f}, "
          f"cubic {part[1]:.3f} eV/nm")
print("done: every assertion held")
```

Output:

```
TESTS (dimensionless)
xi=0.5: even part full 1.8003, formula 1.7992
  g: full motion 2.8087, formula 2.8078, quantum a/b=0.01 2.8095
  displacement towards proton at t=0, unit k/(mv^2): 0.6796
xi=1.0: even part full 1.0801, formula 1.0791
  g: full motion 1.7980, formula 1.7966, quantum a/b=0.01 1.7979
  displacement towards proton at t=0, unit k/(mv^2): 0.4685
  odd part grows on doubling the charge by 8.020
xi=2.0: even part full 0.2604, formula 0.2603
  g: full motion 0.2894, formula 0.2893, quantum a/b=0.01 0.2895
  displacement towards proton at t=0, unit k/(mv^2): 0.2336
free electron: odd part/mu^3 0.00200 (finite-time residue)
g/(3 pi xi) at xi=0.01: 1.0031
g/(3 pi xi) at xi=0.001: 1.0001
smallest g for xi from 0.01 to 5: 7.34e-04
zero-point correction at xi=1: 7.967 (a/b)^2 of g
Born number at B=1000: 6.9047, ln B 6.9078
EXAMPLE: silicon, rough oscillator model
kinetic energy 1.0 MeV, v/c 0.04613, density 50 atoms/nm^3
stopping prefactor 1.1980 eV/nm per unit of sum f*L
valence: 4 electrons, 20 eV, B 108.750
  v/omega 0.4552 nm, bmin 0.0756 nm, xi_min 0.1661
  L0 4.6603, L1 0.01710
L shell: 8 electrons, 250 eV, B 8.700
  v/omega 0.0364 nm, bmin 0.0214 nm, xi_min 0.5872
  L0 1.7196, L1 0.04067
K shell: 2 electrons, 3000 eV, B 0.725
  v/omega 0.0030 nm, bmin 0.0062 nm, xi_min 2.0342
  L0 0.0620, L1 0.00497 (cubic term left out)
even part 38.961 eV/nm, cubic part 0.472 eV/nm
proton 39.433 eV/nm, antiproton 38.490 eV/nm
proton minus antiproton 0.943 eV/nm, 2.42 % of even part
difference over 1000 nm at constant speed 0.943 keV
SIZES OF NEGLECTED EFFECTS
zero-point correction to cubic part +0.566 eV/nm
close collisions, estimate down to hbar/(mv): +1.293 eV/nm
K-shell cubic term, rough formula value +0.012 eV/nm
even quartic term, order (k/hbar v)^2 in L: 0.0250
relativity, order (v/c)^2: 0.00213
oscillator energies x0.8: even 42.906, cubic 0.461 eV/nm
oscillator energies x1.2: even 35.836, cubic 0.475 eV/nm
done: every assertion held
```
